**Contact angle and buried silanols after silylation of a porous low-k film**

The program tests the claim that a recovered water contact angle shows that the surface dose τ is large but does not fix the depth of repair. Here g(z) is the remaining silanol fraction at depth z, R is its average over the damaged depth H, and ℓ is the reaction-diffusion length. The surface keeps g(0) = exp(−τ), while the capped thickness is at most X = ℓ√[2(τ − 1 + exp(−τ))]. The program asserts that the full time-dependent balances agree with the reduced equation, its first integral and this bound for three values of ℓ. It also asserts agreement of the adhesion law with an explicit sum of pair attractions, of the series permittivity with a discretized Poisson equation, and of the dipole formula with a Boltzmann average. For the same 60 s exposure, the output gives angles of 99.5° and 99.6° for films with tight and open pore necks, but R = 0.72 and 0.007. The tight film recovers 29 % of its permittivity shift. These are results for a model film with rough typical parameters and chosen values of ℓ, not measurements.

## Check in Python

```python
"""
Result under test: after silylation of a plasma-damaged porous film, the water
contact angle can be recovered while most silanols remain below the surface.

z      depth below the outer surface (nm); damage fills 0 < z < H
g(z)   remaining silanol fraction; R is its average over the damaged depth
tau    surface dose = rate constant * vapour density * time
ell    sqrt(diffusivity / (rate constant * initial silanol density)) (nm)
Claim: g(0) = exp(-tau), and the capped thickness is at most
       X = ell*sqrt(2*(tau - 1 + exp(-tau))), so R >= 1 - X/H.
The contact angle is set near z = 0; a capacitor samples the whole film.
Film parameters are round, rough typical values for a porous organosilicate.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_bvp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Film, vapour and wetting parameters
L, H = 100.0, 50.0                    # film and damage thickness, nm
porosity, pore_radius = 0.30, 1.0     # fraction, nm
silanols_per_area = 2.0               # nm^-2 of pore wall
T_repair, p_repair = 400.0, 10.0      # K, Torr
surface_time, exposure = 12.0, 60.0   # s
molar_mass = 0.11727                  # dimethylaminotrimethylsilane, kg/mol
ell_tight, ell_open = 5.0, 100.0      # nm
theta_repaired, theta_damaged = 100.0, 30.0  # degrees
gamma, delta_A = 0.45, 0.06           # eV/nm^2, eV
contact_gap, top_layer = 0.20, 0.50   # nm
kappa_low, kappa_damaged = 2.5, 3.5
T_use, p_water = 300.0, 10.0          # K, Torr
water_dipole = 0.04                   # e nm, rough free-molecule value

torr = sc.atm / 760.0
vapour = p_repair * torr / (sc.k * T_repair) * 1e-27   # nm^-3
silanol = silanols_per_area * 2 * porosity / pore_radius  # cylindrical pores
storage = porosity * vapour / silanol
tau_main = exposure / surface_time
rate = 1.0 / (surface_time * vapour)                   # nm^3/s


def expose(ell, tau, narrowed=1.0, cells=500, steps=1200):
    """Integrate both balances in time, including vapour stored in pores.
    narrowed is the diffusivity ratio of fully repaired to damaged pores."""
    z = np.linspace(0, H, cells + 1)
    dz = z[1]
    c, g = np.zeros(cells + 1), np.ones(cells + 1)
    c[0] = 1.0
    times = tau * (np.arange(steps + 1) / steps) ** 2
    for dt in np.diff(times):
        g_next = g * np.exp(-dt * c)
        mobility = 1 - (1 - narrowed) * (1 - g_next)
        face = 0.5 * (mobility[1:] + mobility[:-1]) * (ell / dz) ** 2
        band = np.zeros((3, cells + 1))
        band[1] = storage / dt + g_next
        band[1, :-1] += face
        band[1, 1:] += face
        band[1, -1] += face[-1]
        band[0, 1:] = -face
        band[2, :-1] = -face
        band[2, -2] *= 2
        band[1, 0], band[0, 1] = 1.0, 0.0
        rhs = storage / dt * c
        rhs[0] = 1.0
        c_new = solve_banded((1, 1), band, rhs)
        g = g * np.exp(-dt * (c + c_new) / 2)
        c = c_new
    return z, g


def reduced_profile(ell, tau):
    """Solve the time-integrated equation and return g as a function of z."""
    z = np.linspace(0, H, 401)
    guess = np.vstack([tau * (1 - z / H) ** 2, -2 * tau / H * (1 - z / H)])
    answer = solve_bvp(
        lambda x, y: np.vstack([y[1], (1 - np.exp(-y[0])) / ell**2]),
        lambda left, right: np.array([left[0] - tau, right[1]]),
        z, guess, tol=1e-7, max_nodes=20000)
    assert answer.success
    return lambda x: np.exp(-answer.sol(x)[0])


def mean_remaining(g):
    z = np.linspace(0, H, 5001)
    return trapezoid(g(z), z) / H


def capped_bound(ell, tau):
    return ell * np.sqrt(2 * (tau - 1 + np.exp(-tau)))


def buried_shift(depth):
    """Change of cos(theta) from changing all material below depth."""
    return delta_A / (12 * np.pi * gamma * (contact_gap + depth) ** 2)


def contact_angle(g):
    cos_repaired = np.cos(np.radians(theta_repaired))
    span = np.cos(np.radians(theta_damaged)) - cos_repaired
    top = quad(g, 0, top_layer)[0] / top_layer
    tail = quad(lambda z: delta_A * g(z)
                / (6 * np.pi * gamma * (contact_gap + z) ** 3),
                top_layer, H, limit=300)[0]
    cosine = cos_repaired + (span - buried_shift(top_layer)) * top + tail
    return np.degrees(np.arccos(cosine))


def kappa_series(g):
    z = np.linspace(0, H, 5001)
    local = kappa_low + (kappa_damaged - kappa_low) * g(z)
    return L / (trapezoid(1 / local, z) + (L - H) / kappa_low)


# Full time-dependent balances against the reduced equation and its integral
simulated = {}
for ell in (ell_tight, 20.0, ell_open):
    z, g_sim = expose(ell, tau_main)
    g_red = reduced_profile(ell, tau_main)
    R_sim = trapezoid(g_sim, z) / H
    simulated[ell] = R_sim
    assert np.max(np.abs(g_sim - g_red(z))) < 3e-3
    assert abs(R_sim - mean_remaining(g_red)) < 1e-3
    u_end = -np.log(g_sim[-1])
    capped = ell * np.sqrt(2 * (tau_main + np.exp(-tau_main)
                                - u_end - np.exp(-u_end)))
    assert abs(H * (1 - R_sim) - capped) < 0.01 * capped
    assert H * (1 - R_sim) <= capped_bound(ell, tau_main) * 1.002
    assert R_sim >= np.exp(-tau_main) * 0.999

# Explicit sum of inverse-sixth-power attractions against the adhesion law
x, w = np.polynomial.legendre.leggauss(40)
x, w = (x + 1) / 2, w / 2
P, Q, V = np.meshgrid(x, x, x, indexing="ij")
weights = w[:, None, None] * w[None, :, None] * w[None, None, :]
for depth in (0.5, 2.0):
    gap = contact_gap + depth
    water_height = gap / P
    separation = water_height / (1 - Q)
    radius = separation * V / (1 - V)
    jacobian = (gap / P**2 * water_height / (1 - Q) ** 2
                * separation / (1 - V) ** 2)
    pair = 2 * np.pi * radius / (radius**2 + separation**2) ** 3
    energy = delta_A / np.pi**2 * np.sum(weights * jacobian * pair)
    assert abs(energy / gamma / buried_shift(depth) - 1) < 1e-6

# Discretized Poisson equation against the series law
g_tight = reduced_profile(ell_tight, tau_main)
g_open = reduced_profile(ell_open, tau_main)
cells = 2000
dz = L / cells
middle = (np.arange(cells) + 0.5) * dz
kappa = np.full(cells, kappa_low)
inside = middle < H
kappa[inside] += (kappa_damaged - kappa_low) * g_tight(middle[inside])
band = np.zeros((3, cells - 1))
band[0, 1:] = -kappa[1:-1]
band[1] = kappa[:-1] + kappa[1:]
band[2, :-1] = -kappa[1:-1]
rhs = np.zeros(cells - 1)
rhs[-1] = kappa[-1]
potential = np.r_[0.0, solve_banded((1, 1), band, rhs), 1.0]
kappa_poisson = L * np.sum(kappa * (np.diff(potential) / dz) ** 2) * dz
assert abs(kappa_poisson - kappa_series(g_tight)) < 1e-4

# Boltzmann average of free dipoles at 1 MV/cm against the linear formula
field = 1e8                                             # V/m
dipole = water_dipole * sc.e * 1e-9                     # C m
alignment = dipole * field / (sc.k * T_use)
mean_cos = (quad(lambda c: c * np.exp(alignment * c), -1, 1)[0]
            / quad(lambda c: np.exp(alignment * c), -1, 1)[0])
number = silanol * 1e27
dipole_kappa = number * dipole**2 / (3 * sc.epsilon_0 * sc.k * T_use)
sampled_kappa = number * dipole * mean_cos / (sc.epsilon_0 * field)
saturation = 1 - sampled_kappa / dipole_kappa
assert abs(saturation) < 0.005

# The two films agree at the surface and disagree in depth
angle_tight, angle_open = contact_angle(g_tight), contact_angle(g_open)
R_tight, R_open = mean_remaining(g_tight), mean_remaining(g_open)
assert abs(angle_tight - angle_open) < 0.5
assert theta_repaired - angle_tight < 1.0
assert R_tight > 0.5 and R_open < 0.02
angle_before = contact_angle(lambda z: 1.0)
kappa_before = kappa_series(np.ones_like)
kappa_tight, kappa_open = kappa_series(g_tight), kappa_series(g_open)
kappa_recovery = (kappa_before - kappa_tight) / (kappa_before - kappa_low)

# Minimum dose allowed by the bound for capping the full damaged depth
tau_min = brentq(lambda t: capped_bound(ell_tight, t) - H, 1, 1000)
g_long = reduced_profile(ell_tight, tau_min)

# Transport estimates and neglected effects
speed = np.sqrt(8 * sc.k * T_repair / (np.pi * molar_mass / sc.N_A))
D_knudsen = porosity * 2 * pore_radius * 1e-9 / 3 * speed * 1e4
D_tight = ell_tight**2 * rate * silanol * 1e-14
D_open = ell_open**2 * rate * silanol * 1e-14
barrier = sc.k * T_repair / sc.e * np.log(D_knudsen / D_tight)
z, g_narrow = expose(ell_tight, tau_main, narrowed=0.1)
R_narrow = trapezoid(g_narrow, z) / H
assert R_narrow > simulated[ell_tight]
gamma_SI = gamma * sc.e * 1e18
entry = (2 * gamma_SI * abs(np.cos(np.radians(theta_repaired)))
         / (pore_radius * 1e-9))
drop_pressure = 2 * gamma_SI / 1e-3
electrowetting = sc.epsilon_0 * kappa_low / (L * 1e-9) / (2 * gamma_SI)
waters = (kappa_damaged - kappa_low) / dipole_kappa
water_density = p_water * torr / (sc.k * T_use) * 1e-27
water_speed = np.sqrt(8 * sc.k * T_use / (np.pi * 0.018015 / sc.N_A))
D_water = porosity * 2 * pore_radius / 3 * water_speed * 1e9   # nm^2/s
fill_time = H**2 * silanol * waters / (2 * D_water * water_density)
footprint = 0.43                                        # nm^2, rough

print(f"Film thickness, damage depth: {L:.0f}, {H:.0f} nm")
print(f"Porosity, pore radius: {porosity:.2f}, {pore_radius:.1f} nm")
print(f"Silanols per wall area: {silanols_per_area:.1f} nm^-2")
print(f"Silanols per film volume: {silanol:.2f} nm^-3")
print(f"Repair vapour: {p_repair:.0f} Torr at {T_repair:.0f} K")
print(f"Vapour density: {vapour:.3e} nm^-3")
print(f"Surface e-folding time, exposure: {surface_time:.0f}, {exposure:.0f} s")
print(f"Rate constant: {rate:.1f} nm^3/s")
print(f"Surface dose tau: {tau_main:.2f}")
print(f"Outer-surface silanol fraction: {np.exp(-tau_main):.5f}")
print(f"ell, tight and open necks: {ell_tight:.0f}, {ell_open:.0f} nm")
print(f"Capped-thickness bound, tight: {capped_bound(ell_tight, tau_main):.2f} nm")
print(f"Capped thickness, tight, reduced eq.: {H * (1 - R_tight):.2f} nm")
print(f"Remaining R, tight, full balances: {simulated[ell_tight]:.4f}")
print(f"Remaining R, tight, reduced eq.: {R_tight:.4f}")
print(f"Remaining R, open, full balances: {simulated[ell_open]:.5f}")
print(f"Remaining R, open, reduced eq.: {R_open:.5f}")
for depth in (0, 5, 10, 15, 20, 30):
    print(f"g at {depth} nm, tight/open: {g_tight(depth):.4f} / {g_open(depth):.4f}")
print(f"Input angles, repaired/damaged: {theta_repaired:.0f} / {theta_damaged:.0f} deg")
print(f"Surface tension, Hamaker change: {gamma:.2f} eV/nm^2, {delta_A:.2f} eV")
print(f"Contact gap, top layer: {contact_gap:.2f}, {top_layer:.2f} nm")
print(f"Angle before repair: {angle_before:.2f} deg")
print(f"Angle after repair, tight/open: {angle_tight:.2f} / {angle_open:.2f} deg")
for depth in (1, 2, 5):
    shifted = np.cos(np.radians(theta_repaired)) + buried_shift(depth)
    change = theta_repaired - np.degrees(np.arccos(shifted))
    print(f"Angle drop from all below {depth} nm: {change:.4f} deg")
print(f"Input kappa, repaired/damaged: {kappa_low:.1f} / {kappa_damaged:.1f}")
print(f"Film kappa before repair: {kappa_before:.4f}")
print(f"Film kappa after, tight/open: {kappa_tight:.4f} / {kappa_open:.4f}")
print(f"Film kappa from Poisson, tight: {kappa_poisson:.4f}")
print(f"Kappa shift recovered, tight: {100 * kappa_recovery:.1f} %")
for seconds in (12, 24, 120):
    g_t = reduced_profile(ell_tight, seconds / surface_time)
    print(f"Tight, {seconds} s: angle {contact_angle(g_t):.2f} deg, "
          f"R {mean_remaining(g_t):.4f}")
print(f"Tight, minimum full-depth time: {tau_min * surface_time:.0f} s")
print(f"R at that time: {mean_remaining(g_long):.4f}")
print(f"Diffusivity, tight/open: {D_tight:.2e} / {D_open:.2e} cm^2/s")
print(f"Knudsen estimate without necks: {D_knudsen:.2e} cm^2/s")
print(f"Neck barrier giving tight value: {barrier:.2f} eV")
print(f"Stored vapour / silanols: {storage:.2e}")
print(f"ell / pore diameter, tight: {ell_tight / (2 * pore_radius):.1f}")
print(f"R if repaired pores are 10x slower: {R_narrow:.4f}")
print(f"Trimethylsilyl area coverage (rough): {footprint * silanols_per_area:.2f}")
print(f"Electrowetting cosine shift at 1 V: {electrowetting:.2e}")
print(f"Liquid entry pressure: {entry / 1e6:.1f} MPa")
print(f"Pressure in drop of 1 mm radius: {drop_pressure:.0f} Pa")
print(f"Kappa from one water per silanol: {dipole_kappa:.3f}")
print(f"Waters per silanol for input kappa: {waters:.2f}")
print(f"Dipole saturation at 1 MV/cm: {100 * saturation:.2f} %")
print(f"Water fill time, {p_water:.0f} Torr, {T_use:.0f} K: {fill_time:.2e} s")
print(f"Slowdown still filling in a day: {86400 / fill_time:.1e}")
print("every check passed")
```

Running it gives:

```
Film thickness, damage depth: 100, 50 nm
Porosity, pore radius: 0.30, 1.0 nm
Silanols per wall area: 2.0 nm^-2
Silanols per film volume: 1.20 nm^-3
Repair vapour: 10 Torr at 400 K
Vapour density: 2.414e-04 nm^-3
Surface e-folding time, exposure: 12, 60 s
Rate constant: 345.2 nm^3/s
Surface dose tau: 5.00
Outer-surface silanol fraction: 0.00674
ell, tight and open necks: 5, 100 nm
Capped-thickness bound, tight: 14.15 nm
Capped thickness, tight, reduced eq.: 14.15 nm
Remaining R, tight, full balances: 0.7169
Remaining R, tight, reduced eq.: 0.7169
Remaining R, open, full balances: 0.00732
Remaining R, open, reduced eq.: 0.00732
g at 0 nm, tight/open: 0.0067 / 0.0067
g at 5 nm, tight/open: 0.0700 / 0.0069
g at 10 nm, tight/open: 0.2907 / 0.0070
g at 15 nm, tight/open: 0.5991 / 0.0072
g at 20 nm, tight/open: 0.8199 / 0.0073
g at 30 nm, tight/open: 0.9727 / 0.0075
Input angles, repaired/damaged: 100 / 30 deg
Surface tension, Hamaker change: 0.45 eV/nm^2, 0.06 eV
Contact gap, top layer: 0.20, 0.50 nm
Angle before repair: 30.00 deg
Angle after repair, tight/open: 99.53 / 99.59 deg
Angle drop from all below 1 nm: 0.1429 deg
Angle drop from all below 2 nm: 0.0425 deg
Angle drop from all below 5 nm: 0.0076 deg
Input kappa, repaired/damaged: 2.5 / 3.5
Film kappa before repair: 2.9167
Film kappa after, tight/open: 2.7966 / 2.5037
Film kappa from Poisson, tight: 2.7966
Kappa shift recovered, tight: 28.8 %
Tight, 12 s: angle 76.96 deg, R 0.9142
Tight, 24 s: angle 91.24 deg, R 0.8493
Tight, 120 s: angle 100.00 deg, R 0.5757
Tight, minimum full-depth time: 612 s
R at that time: 0.0137
Diffusivity, tight/open: 1.04e-10 / 4.14e-08 cm^2/s
Knudsen estimate without necks: 5.37e-04 cm^2/s
Neck barrier giving tight value: 0.53 eV
Stored vapour / silanols: 6.04e-05
ell / pore diameter, tight: 2.5
R if repaired pores are 10x slower: 0.8185
Trimethylsilyl area coverage (rough): 0.86
Electrowetting cosine shift at 1 V: 1.54e-03
Liquid entry pressure: 25.0 MPa
Pressure in drop of 1 mm radius: 144 Pa
Kappa from one water per silanol: 0.448
Waters per silanol for input kappa: 2.23
Dipole saturation at 1 MV/cm: 0.16 %
Water fill time, 10 Torr, 300 K: 8.76e-05 s
Slowdown still filling in a day: 9.9e+08
every check passed
```
